\section*{Ground state and quantum defects of a one-dimensional soft-Coulomb atom, part 2}

In Hartree atomic units, an electron on the whole line has $H=-\frac12\frac{d^2}{dx^2}-\frac1r$, $r=\sqrt{x^2+a^2}$. The model of interest has $a^2=2$ bohr$^2$; its ground state is $\psi_0=(1+r)e^{-r}$ (normalizing factor $0.974777$ bohr$^{-1/2}$), with $E_0=-\frac12$.

A bound level has $\nu=(-2E)^{-1/2}$. In each parity (subscripts $e$, $o$), $k$ counts the nodes at $x>0$, $n=k+1$ and $\mu_n=n-\nu_n$. Odd levels have $\nu_n>n$.

On $x>0$, $-1/r=-1/x+U$, with $U\simeq1/x$ for $x\ll a$ and $U\simeq a^2/2x^3$ for $x\gg a$. With $z=\sqrt{8x}$, the functions $f=\sqrt x\,J_1(z)=M\cos\phi$ and $g=\sqrt x\,Y_1(z)=M\sin\phi$ solve the zero-energy equation for $U=0$. At large $x$, $\phi\simeq z-\frac{3\pi}4$. As $x\to0$, $f\simeq\sqrt2\,x$, $g\to-1/(\sqrt2\pi)$ and $g'\simeq(\sqrt2/\pi)\ln x$.

The zero-energy soft-Coulomb solution is $u=A(f\cos\delta-g\sin\delta)=AM\cos\Theta$, $u'=A(f'\cos\delta-g'\sin\delta)$, with $A>0$ and $\Theta=\phi+\delta$. Its $j$th node at $x>0$ lies at $\Theta=(j-\frac12)\pi$, and $A(\infty)$ is finite and non-zero. With $W(p,q)=pq'-p'q$, $W(f,g)=1/\pi$, $P=W(f,u)$ and $Q=W(g,u)$,
\begin{equation}
W(f,u)=-\frac A\pi\sin\delta,\qquad W(g,u)=-\frac A\pi\cos\delta .
\label{wr}
\end{equation}
\begin{equation}
\delta'=\frac{\pi^2}{A^2}\,2Uu\Big(-\frac A\pi\Big)(f\cos\delta-g\sin\delta)
=-2\pi U\,(f\cos\delta-g\sin\delta)^2 .
\label{vp}
\end{equation}
At large $X$,
\begin{equation}
\delta(\infty)-\delta(X)\simeq-\frac{a^2}{2\sqrt2}\cdot\frac23X^{-3/2}=-\frac{a^2}{3\sqrt2}X^{-3/2}.
\label{tail}
\end{equation}
The initial values are $\delta_o(0)=0$ and $\delta_e(0^+)=\pi$, with $\pi-\delta_e\simeq\pi/|\ln x|$.

WKB connection: the solution decaying beyond a simple turning point $x_t$ is, on the allowed side, $p^{-1/2}\cos\big(\int_x^{x_t}p\,dx'-\frac\pi4\big)$ with $p=\sqrt{2(E-V)}$, where $|p'|\ll p^2$. Also, $\int_0^\infty y^{2\alpha-1}(1+y^2)^{-\alpha-\beta}dy=\frac12B(\alpha,\beta)$, and $K_m$ are the modified Bessel functions in the norm of $\psi_0$.

Part (d) asks: \textit{Relate $\mu=\lim_{n\to\infty}\mu_n$ in each parity to $\delta(\infty)$, including the integer part. Deduce inequalities between $\mu_e$ and $\mu_o$, and the behaviour for $a\to0$.}

\subsection*{Answer}
Take a level with large $\nu$ and a matching point $X$ with $1\ll X\ll\nu^{4/3}$ and $X\gg a$.

Outside $X$, neglect $U$; by (\ref{tail}) this costs a phase $O(X^{-3/2})$. Then $p=\sqrt{2/x-1/\nu^2}$ and $x_t=2\nu^2$. The WKB condition holds at $X$, because there $|p'|/p^2\simeq1/z$. The substitution $x=2\nu^2\sin^2\beta$ gives $p=\nu^{-1}\cot\beta$ and $dx=4\nu^2\sin\beta\cos\beta\,d\beta$, so
\begin{equation}
\int_0^{x_t}p\,dx=4\nu\int_0^{\pi/2}\cos^2\beta\,d\beta=\pi\nu .
\end{equation}
For $x\ll\nu^2$, expanding $p\simeq\sqrt{2/x}\,(1-x/4\nu^2)$ gives $\int_0^xp\,dx'\simeq z-\sqrt2x^{3/2}/6\nu^2$, and the correction is small when $x\ll\nu^{4/3}$. The decaying solution near $X$ is $p^{-1/2}\cos\eta$ with
\begin{equation}
\eta=\int_x^{x_t}p\,dx'-\frac\pi4\simeq\pi\nu-z-\frac\pi4 .
\end{equation}
Since $\cos\eta=\cos(z-\frac{3\pi}4-\pi\nu+\pi)=-\cos(\phi-\pi\nu)$, this solution is proportional to $f\cos\pi\nu+g\sin\pi\nu$. The program tests this on the exact decaying Coulomb function, the Whittaker function $W_{\nu,1/2}(2x/\nu)$, by resolving it on $f$ and $g$ at the two points $x=1$ and $2.5$ bohr; the size of the deviation depends on these points and grows when they are moved outward, as the neglected phase $O(x^{3/2}/\nu^2)$ implies. The phase differs from $\pi\nu$, modulo $\pi$, by $1.13\times10^{-4}\pi$ at $\nu=50.3$ and $2.84\times10^{-5}\pi$ at $\nu=100.3$, a fall by a factor of four as $\nu^{-2}$ requires.

Inside $X$, the energy changes the local momentum by the same relative amount $O(x/\nu^2)$, so the solution with the parity condition differs in phase from the zero-energy one by $O(X^{3/2}/\nu^2)$. It is $AM\cos\Theta$ with $\Theta\simeq z-\frac{3\pi}4+\delta(\infty)$.

At an eigenvalue the two forms are one function. Both $\Theta$ and $-\eta$ increase like $z$, so $\Theta=m\pi-\eta$ with integer $m$. Continue $\Theta$ outward by this formula. The first node is at $\Theta=\frac\pi2$, and the last is at $\eta=\frac\pi2$, where $\Theta=(m-\frac12)\pi$. The number of nodes is therefore $k=m$, and
\begin{equation}
z-\frac{3\pi}4+\delta(\infty)+\pi\nu-z-\frac\pi4=k\pi\quad\Longrightarrow\quad\nu+\frac{\delta(\infty)}\pi=k+1=n .
\end{equation}
All neglected phases vanish when $\nu\to\infty$ first and $X\to\infty$ afterwards. Hence
\begin{equation}
\mu=\lim_{n\to\infty}\mu_n=\frac{\delta(\infty)}{\pi}.
\label{main}
\end{equation}
One integer entered without proof: the node count next to the turning point, where the WKB form fails. It depends neither on $U$ nor on the parity, so an error in it would add a fixed integer to the relation. For $U=0$ and $u(0)=0$ one has $\delta=0$, and the relation gives $\nu=k+1$, the hydrogen result. The added integer is zero.

Since $\delta_o$ starts at $0$ and falls, $\mu_o<0$. The right side of (\ref{vp}) has period $\pi$ in $\delta$, so $\delta_o+\pi$ is also a solution. Near the origin $\delta_o\simeq-2\pi x^2$, from $\delta'\simeq-2\pi(1/x)(2x^2)$, and $\delta_e\simeq\pi-\pi/|\ln x|$, so $\delta_o<\delta_e<\delta_o+\pi$. Solutions of a first-order equation cannot cross, so this order persists. It stays strict at infinity: expanding the Wronskian gives $W(u_o,u_e)=A_oA_e\sin(\delta_o-\delta_e)/\pi$, a non-zero constant, while $A_o$ and $A_e$ remain finite. Thus
\begin{equation}
\mu_o<0,\qquad\mu_o<\mu_e<\mu_o+1 .
\end{equation}

For $a\to0$ the following holds to leading logarithm and is not among the numerical tests. In the odd case $\delta$ is small, so $\mu_o\simeq-2\int Uf^2dx$; the range $a\ll x\ll1$, where $Uf^2\simeq a^2/x$, gives $\mu_o\simeq-2a^2\ln(1/a)\to0$. In the even case $u\simeq1$ and $u'\simeq-2\,\mathrm{arsinh}(x/a)\simeq-2\ln(2x/a)$ just outside the core. Then $Q=gu'-g'u\simeq(\sqrt2/\pi)[\ln(2x/a)-\ln x]\simeq(\sqrt2/\pi)\ln(1/a)$ and $P\simeq-\sqrt2$, so $\mu_e\simeq1-1/\ln(1/a)$. The high even levels, with $\nu=k+1-\mu_e$, approach $\nu=k$ and pair with the odd ones, but only logarithmically slowly. Both formulas carry relative corrections of order $1/\ln(1/a)$, so they fix the limits and are not accurate estimates; at $a=10^{-3}$ bohr the odd formula still overstates $|\mu_o|$ by about $20\%$.

\section*{Part (e)}
\textit{For $a^2=2$ compute $\mu_e$ and $\mu_o$ from the zero-energy problem. Check them against the spectrum, stating the method of diagonalization. Describe how $\mu_n$ approaches its limit and apply the result to $n=10$.}

\subsection*{Answer}
All numbers come from the numerical check.

\paragraph{Zero energy.} Integrate $u''=-2u/r$ from the origin to $X=10^4$ bohr. Equation (\ref{wr}) gives $\delta(X)$ modulo $2\pi$, and the number $N$ of nodes passed fixes the branch through $|\Theta(X)-N\pi|\le\frac\pi2$. The results are $\delta_e(X)=0.31713007$ rad and $\delta_o(X)=-1.27260323$ rad. The tail (\ref{tail}) is $-2\times10^{-6}/3\sqrt2=-4.714\times10^{-7}$ rad. Then
\begin{align}
\mu_e&=\frac{0.31713007-0.00000047}{\pi}=0.1009455,\\
\mu_o&=\frac{-1.27260323-0.00000047}{\pi}=-0.4050823 .
\end{align}
Integration of (\ref{vp}) itself, which follows $\delta$ continuously and needs no node count, gives the same seven decimals; the asserted tolerance is $10^{-7}$. The seven decimals describe the numerical solution of a model, so $\mu_e\approx0.101$ and $\mu_o\approx-0.405$ suffice for most uses.

\paragraph{Spectrum.} High levels extend to $x\sim2\nu^2$ with a local wavelength growing as $\sqrt x$, so a stretched grid is used. Let $x=s+s^3/30$, $J=dx/ds$, $\psi=J^{1/2}y(s)$, and let dots denote $d/ds$. Then
\begin{align}
\psi'&=J^{-1/2}\dot y+\tfrac12J^{-3/2}\dot Jy,\\
\psi''&=J^{-1}\Big[J^{-1/2}\ddot y+\big(\tfrac12J^{-3/2}\ddot J-\tfrac34J^{-5/2}\dot J^2\big)y\Big]=J^{-3/2}\big[\ddot y+\tfrac12Sy\big],
\end{align}
where the two terms in $\dot y$ cancel and $S=\ddot J/J-\frac32(\dot J/J)^2$. Multiplying the Schr\"odinger equation by $J^{1/2}$ and setting $\chi=Jy$ gives the symmetric problem
\begin{equation}
\Big[J^{-1}TJ^{-1}-\frac1r-\frac{S}{4J^2}\Big]\chi=E\chi,\qquad T=-\frac12\frac{d^2}{ds^2}.
\end{equation}
On a uniform grid of step $h$, with wave numbers limited to $|q|<\pi/h$, the matrix of $T$ is $\frac h{2\pi}\int\frac12q^2e^{iqhm}dq$ for points $m$ steps apart. This is $\pi^2/6h^2$ for $m=0$. For $m\ne0$, the antiderivative of $q^2\cos cq$ is $q^2\sin(cq)/c+2q\cos(cq)/c^2-2\sin(cq)/c^3$; with $c=hm$ the sines vanish at the limits, leaving $(-1)^m/h^2m^2$. With 717 points reaching $2686$ bohr, a change of step and box alters $\nu$ by at most $1.7\times10^{-12}$ over the levels used. The lowest eigenvalue is $-0.50000000000$ hartree, its overlap with the normalized $\psi_0$ is $1.0000000000$, and the first excitation energy is $-0.2329033+0.5=0.2670967$ hartree $=7.2681$ eV. Parities, node counts and $\nu_n>n$ for odd states are asserted for the tabulated range.

\begin{center}
\begin{tabular}{rrrrr}
$n$&$\nu_n$ even&$\mu_n$ even&$\nu_n$ odd&$\mu_n$ odd\\
1&1.000000&0.000000&1.465201&$-0.465201$\\
2&1.932903&0.067097&2.428531&$-0.428531$\\
3&2.914638&0.085362&3.417186&$-0.417186$\\
5&4.904692&0.095308&5.409980&$-0.409980$\\
10&9.900452&0.099548&10.406415&$-0.406415$\\
20&19.899401&0.100599&20.405430&$-0.405430$
\end{tabular}
\end{center}

A quartic polynomial in $\nu^{-2}$ fitted to $\mu_n$ for $n=6$ to $20$ extrapolates to $0.1009455$ and $-0.4050823$. This road uses neither Bessel functions nor WKB, so its agreement with (\ref{main}), asserted to $10^{-6}$, tests that relation together with its integer part. The exact zero of the ground-state defect does not carry over to the series: the even defect grows from $0$ to about $0.101$.

\paragraph{Approach to the limit.} Inside any fixed radius the equation depends smoothly on $E=-1/2\nu^2$, which suggests the Ritz form $\mu_n\simeq\mu+b/\nu^2$. That argument does not cover the $x^{-3}$ tail of $U$, so the form is taken here as a numerical finding. With $\mu$ from the zero-energy problem, $(\mu_n-\mu)\nu^2$ for $n=10,15,20$ is $-0.13702$, $-0.13728$, $-0.13737$ (even) and $-0.14433$, $-0.14454$, $-0.14462$ (odd). The program asserts that the last two values agree with each other, and the last with the fitted slope, to $2\%$. The slopes are $b_e=-0.13748$ and $b_o=-0.14471$. The two-term form fails for the lowest level: at even $n=1$ it would give $0.101-0.137\neq0$.

\paragraph{The levels $n=10$.} For even parity, $\mu$ alone gives $\nu=10-0.1009455=9.899055$ and $E=-1/2\nu^2=-0.005102495$ hartree, against the diagonalized $-0.005101054$ hartree, an error of $2.8\times10^{-4}$ relative to the binding energy. The Ritz term adds $0.13748/9.899055^2=0.001403$, giving $\nu=9.900458$ and $E=-0.005101049$ hartree, a relative error of about $10^{-6}$. For odd parity, $\nu=10.405082$ gives $E=-0.004618266$ hartree against $-0.004617083$ hartree, a relative error of $2.6\times10^{-4}$. Adding $0.14471/10.405082^2=0.001337$ gives $\nu=10.406419$ and $E=-0.004617080$ hartree. The values from $\mu$ alone are predictions. The Ritz values are not fully independent, since $n=10$ is among the levels that determine $b$.

\section*{Part (f)}
\textit{Obtain closed-form estimates of $\mu_e$ and $\mu_o$ from a WKB expansion at $E=0$ through second order. State the expansion parameter and compare with part (e).}

\subsection*{Answer}
Let $p^2=2/r$ and try $u=w\cos\theta$ with $\theta'=w^{-2}$. Then $u'=w'\cos\theta-w^{-1}\sin\theta$ and
\begin{equation}
u''=w''\cos\theta-\frac{w'}{w^2}\sin\theta+\frac{w'}{w^2}\sin\theta-\frac{\cos\theta}{w^3}=\Big(w''-\frac1{w^3}\Big)\cos\theta ,
\end{equation}
and the same holds with $\sin\theta$. The equation $u''+p^2u=0$ is satisfied if $w^{-4}=p^2+w''/w$, that is $\theta'^2=p^2+w''/w$. Iteration starts from $w=p^{-1/2}$; inserting it on the right and expanding the root gives
\begin{equation}
\theta'\simeq p+\frac{w''}{2pw}=p+\tfrac12\,ww'',\qquad w=p^{-1/2}.
\end{equation}
The scaling $x=ay$ turns the equation into $u_{yy}+2a(1+y^2)^{-1/2}u=0$, so the two terms contribute to $\theta$ at orders $a^{1/2}$ and $a^{-1/2}$, and the next iterate at $a^{-3/2}$. The expansion is one for large $a$.

Each iterate of $w$ is even in $x$. With $\theta(0)=0$, $w\cos\theta$ is the even solution and $w\sin\theta=w\cos(\theta-\frac\pi2)$ the odd one. At large $x$, $\theta\simeq z-\Delta+\phi_2$, where $z=\int_0^x\sqrt{2/x'}\,dx'$ and
\begin{equation}
\Delta=\sqrt2\int_0^\infty\big[x^{-1/2}-(x^2+a^2)^{-1/4}\big]dx,\qquad\phi_2=\frac12\int_0^\infty ww''dx .
\end{equation}
The $j$th node lies at $\theta=(j-\frac12)\pi$ (even) or $\theta-\frac\pi2=(j-\frac12)\pi$ (odd), the same values that $\Theta$ takes, so these phases equal $\Theta\simeq z-\frac{3\pi}4+\pi\mu$ with no added multiple of $\pi$:
\begin{equation}
\mu_e\simeq\frac34-\frac{\Delta-\phi_2}{\pi},\qquad\mu_o\simeq\frac14-\frac{\Delta-\phi_2}{\pi}.
\end{equation}

For $\Delta$, put $x=ay$ and $G(Y)=\int_0^Y(1+y^2)^{-1/4}dy$. Integration by parts, followed by $y^2=(1+y^2)-1$, gives
\begin{equation}
G=Y(1+Y^2)^{-1/4}+\frac12G-\frac12\int_0^Y(1+y^2)^{-5/4}dy .
\end{equation}
Solving for $G$, one finds $2\sqrt Y-G=2\sqrt Y-2Y(1+Y^2)^{-1/4}+\int_0^Y(1+y^2)^{-5/4}dy$. The first two terms cancel as $Y\to\infty$, and the integral tends to $\frac12B(\frac12,\frac34)=\sqrt\pi\,\Gamma(\frac34)/2\Gamma(\frac54)$. With $\Gamma(\frac54)=\frac14\Gamma(\frac14)$,
\begin{equation}
\Delta=2\sqrt{2\pi a}\;\frac{\Gamma(3/4)}{\Gamma(1/4)} .
\end{equation}
For $\phi_2$, $w=2^{-1/4}(x^2+a^2)^{1/8}$ and $w'=2^{-1/4}\frac x4(x^2+a^2)^{-7/8}$. The boundary term $ww'$ vanishes at $0$ and falls as $x^{-1/2}$ at infinity, so
\begin{equation}
\phi_2=-\frac12\int_0^\infty w'^2dx=-\frac1{32\sqrt2}\,a^{-1/2}\cdot\frac12B\big(\tfrac32,\tfrac14\big)=-\frac{B(\frac32,\frac14)}{64\sqrt{2a}} .
\end{equation}
Both closed forms are tested against quadrature of their definitions.

For $a=1.414214$, $\Gamma(\frac34)=1.225417$, $\Gamma(\frac14)=3.625610$ and $B(\frac32,\frac14)=3.496077$ give $\Delta=2.015024$ rad, $\Delta/\pi=0.641402$, $\phi_2=-0.032481$ rad, $\phi_2/\pi=-0.010339$. At first order $\mu_e\simeq0.75-0.641402=0.10860$ and $\mu_o\simeq0.25-0.641402=-0.39140$. At second order both drop by $0.010339$, to $0.09826$ and $-0.40174$. The second-order values miss the results of part (e) by $-0.0027$ (even) and $+0.0033$ (odd) in $\mu$, against $+0.0077$ and $+0.0137$ at first order. For $a=50$ bohr, well inside the regime of the expansion, the zero-energy integration gives $\mu_e=-3.065539$, first order gives $-3.063799$ and second order $-3.065538$; the odd values are each lower by $\frac12$. The odd solution, which shares the boundary condition of $f$, lags $f$ there by $|\delta_o(\infty)|\approx3.6\pi$, between three and four nodes.

Because every iterate of $w$ is even, the expansion gives $\mu_e-\mu_o=\frac12$ at each order. The computed difference is $0.5000000$ at $a=50$ bohr but $0.506028$ at $a^2=2$. The second-order error at $a^2=2$ lies mostly in this difference: the mean defect is $-0.15207$, and second order gives $-0.15174$. The excess $0.006$ is not reproduced at any order of the expansion; its origin is not derived here.

\section*{Calculated quantities}
\begin{verbatim}
a^2 = 2.0 bohr^2, a = 1.414214 bohr; 1 hartree = 27.211386 eV
K0..K3(2a) = 0.04239177 0.04937991 0.07730864 0.15871084
int psi0^2 dx = 1.05242137 bohr (quadrature 1.05242137)
normalization constant = 0.97477677 bohr^-1/2
DVR points 717, x_max = 2686 bohr, max grid change of nu = 1.7e-12
E0 (DVR) = -0.50000000000 hartree = -13.6057 eV; overlap = 1.0000000000
E0(a^2=1.9) = -0.511051, E0(a^2=2.1) = -0.489694 hartree
E1-E0 = 0.2670967 hartree = 7.2681 eV
even: n, E (hartree), nu, mu_n, (mu_n-mu)*nu^2
   1 -0.500000000  1.0000000  0.0000000 -0.10095
   2 -0.133828859  1.9329032  0.0670968 -0.12646
   3 -0.058857370  2.9146377  0.0853623 -0.13238
   4 -0.032740883  3.9078673  0.0921327 -0.13458
   5 -0.020784830  4.9046923  0.0953077 -0.13562
  10 -0.005101054  9.9004524  0.0995476 -0.13702
  15 -0.002252250 14.8996729  0.1003271 -0.13728
  20 -0.001262670 19.8994014  0.1005986 -0.13737
odd: n, E (hartree), nu, mu_n, (mu_n-mu)*nu^2
   1 -0.232903337  1.4652008 -0.4652008 -0.12906
   2 -0.084777904  2.4285311 -0.4285311 -0.13830
   3 -0.042818626  3.4171862 -0.4171862 -0.14134
   4 -0.025681383  4.4124094 -0.4124094 -0.14265
   5 -0.017083575  5.4099795 -0.4099795 -0.14333
  10 -0.004617083 10.4064151 -0.4064151 -0.14433
  15 -0.002106724 15.4056914 -0.4056914 -0.14454
  20 -0.001200822 20.4054297 -0.4054297 -0.14462
Whittaker phase error/pi: nu=50.3 1.13e-04, nu=100.3 2.84e-05
even delta at x=1e-4,1e-12,1e-40 bohr (rad): 2.7383 3.0203 3.1068
X = 10000 bohr, tail of delta = -4.714e-07 rad
even: delta(X) = 0.31713007 rad
  mu: Schroedinger 0.1009455, phase eq 0.1009455, levels 0.1009455
  Ritz b = -0.13748
  n=10 nu: mu only 9.899055, Ritz 9.900458, DVR 9.900452
  n=10 E (hartree): mu only -0.005102495, Ritz -0.005101049
  WKB mu: first order 0.10860, second order 0.09826
  a=50 bohr: mu -3.065539, WKB1 -3.063799, WKB2 -3.065538
odd: delta(X) = -1.27260323 rad
  mu: Schroedinger -0.4050823, phase eq -0.4050823, levels -0.4050823
  Ritz b = -0.14471
  n=10 nu: mu only 10.405082, Ritz 10.406419, DVR 10.406415
  n=10 E (hartree): mu only -0.004618266, Ritz -0.004617080
  WKB mu: first order -0.39140, second order -0.40174
  a=50 bohr: mu -3.565539, WKB1 -3.563799, WKB2 -3.565538
Delta = 2.015024 rad, Delta/pi = 0.641402
phi2 = -0.032481 rad, phi2/pi = -0.010339
Gamma(3/4) = 1.225417, Gamma(1/4) = 3.625610, B(3/2,1/4) = 3.496077
mu_even - mu_odd = 0.506028 (a=50: 0.5000000)
\end{verbatim}
